# Frozen Natural Orbitals with a Second-Order Truncation Correction: test program

```python
"""Frozen natural orbitals (FNO) for closed-shell CCSD, tested on water.

Result under test: keep eigenvectors of the MP2 virtual density whose
occupation n is at least tau, and rediagonalize the Fock matrix among them.
The MP2 loss L obeys 0 <= L <= Delta_max * sum(dropped n), and
    E_CCSD(tau) + E_MP2(full) - E_MP2(tau)
has a truncation error beginning at third order in the fluctuation potential.
Symbols: g[i,a,j,b] = (ia|jb), with i,j correlated occupied and a,b virtual;
t = first-order amplitudes; n = spin-summed occupations (0 to 2);
Delta_max = largest double-excitation energy denominator.
Errors are approximate minus full-space energies in the same basis.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import N_A, physical_constants
from scipy.linalg import solve_sylvester
from pyscf import ao2mo, gto, lib, mp, scf
from pyscf.cc import ccsd

lib.num_threads(1)
BOND_ANGSTROM = 0.96
ANGLE_DEGREES = 104.5
N_CORE = 1


def exchange_swap(x):
    """Exchange the two virtual labels of x[i,a,j,b]."""
    return x.transpose(0, 3, 2, 1)


def gaps(e_occ, e_vir):
    """Positive double-excitation energies e_a + e_b - e_i - e_j."""
    single = e_vir[None, :] - e_occ[:, None]
    return single[:, :, None, None] + single[None, None, :, :]


def mp2_from_integrals(g, e_occ, e_vir):
    t = -g / gaps(e_occ, e_vir)
    return np.sum(t * (2 * g - exchange_swap(g))), t


def rotate_virtuals(g, q):
    return np.einsum("iajb,ap,bq->ipjq", g, q, q, optimize=True)


def semicanonicalize(fock_vir, q):
    energies, u = np.linalg.eigh(q.T @ fock_vir @ q)
    return energies, q @ u


def mp2_in_space(s, q, fock_vir=None):
    fock = np.diag(s.e_vir) if fock_vir is None else fock_vir
    energies, w = semicanonicalize(fock, q)
    return mp2_from_integrals(rotate_virtuals(s.g, w), s.e_occ, energies)[0]


def prepare(basis):
    half = np.deg2rad(ANGLE_DEGREES) / 2
    x, y = BOND_ANGSTROM * np.sin(half), BOND_ANGSTROM * np.cos(half)
    mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (x, y, 0)], ["H", (-x, y, 0)]],
                basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    n_occ = mol.nelectron // 2
    c_occ = mf.mo_coeff[:, N_CORE:n_occ]
    c_vir = mf.mo_coeff[:, n_occ:]
    n_act, n_vir = c_occ.shape[1], c_vir.shape[1]
    g = ao2mo.kernel(mf._eri, (c_occ, c_vir, c_occ, c_vir), compact=False)
    g = g.reshape(n_act, n_vir, n_act, n_vir)
    e_occ = mf.mo_energy[N_CORE:n_occ]
    e_vir = mf.mo_energy[n_occ:]
    e_mp2, t = mp2_from_integrals(g, e_occ, e_vir)
    density = 2 * np.einsum("iajc,ibjc->ab", t, 2 * t - exchange_swap(t),
                            optimize=True)
    occupations, vectors = np.linalg.eigh(density)
    order = np.argsort(occupations)[::-1]
    return SimpleNamespace(mf=mf, n_occ=n_occ, n_vir=n_vir, c_vir=c_vir,
                           g=g, e_occ=e_occ, e_vir=e_vir, e_mp2=e_mp2, t=t,
                           density=density, n=occupations[order],
                           natural=vectors[:, order])


def ccsd_correlation(s, kept, dropped, coupling=1.0):
    """CCSD with F + coupling * W, where W is the normal-ordered two-body part."""
    coeff = np.hstack([s.mf.mo_coeff[:, :s.n_occ],
                       s.c_vir @ kept, s.c_vir @ dropped])
    frozen = list(range(N_CORE))
    frozen += list(range(s.n_occ + kept.shape[1], coeff.shape[1]))
    solver = ccsd.CCSD(s.mf, frozen=frozen, mo_coeff=coeff)
    solver.verbose = 0
    solver.incore_complete = True
    solver.conv_tol, solver.conv_tol_normt = 1e-8, 1e-6
    eris = solver.ao2mo(coeff)
    if coupling != 1.0:
        solver.conv_tol, solver.conv_tol_normt = 1e-13, 1e-9
        for name in ("oooo", "ovoo", "ovov", "oovv", "ovvo", "ovvv", "vvvv"):
            setattr(eris, name, coupling * np.asarray(getattr(eris, name)))
    solver.kernel(eris=eris)
    assert solver.converged
    return solver.e_corr


water = prepare("cc-pvtz")
identity = np.eye(water.n_vir)
empty = identity[:, :0]
fock = np.diag(water.e_vir)

# An independent MP2 implementation checks integrals and spin factors.
library_mp2 = mp.MP2(water.mf, frozen=N_CORE).kernel()[0]
assert abs(library_mp2 - water.e_mp2) < 1e-8

# The density must be the response of E2 to a change of the virtual Fock block.
rng = np.random.default_rng(7)
field = rng.normal(size=fock.shape)
field = (field + field.T) / 2
field /= np.linalg.norm(field)
step = 1e-3
response = (mp2_in_space(water, identity, fock + step * field)
            - mp2_in_space(water, identity, fock - step * field)) / (2 * step)
predicted_response = np.sum(water.density * field)
assert abs(response - predicted_response) < 1e-7
assert water.n[-1] > -1e-12

full_ccsd = ccsd_correlation(water, identity, empty)
mh = 1000.0
print("Water, cc-pVTZ, oxygen 1s uncorrelated")
print(f"O-H distance = {BOND_ANGSTROM:.2f} angstrom")
print(f"H-O-H angle = {ANGLE_DEGREES:.1f} degrees")
print(f"correlated occupied orbitals = {len(water.e_occ)}")
print(f"virtual orbitals = {water.n_vir}")
print(f"Hartree-Fock energy = {water.mf.e_tot:.6f} hartree")
print(f"full MP2 correlation energy = {water.e_mp2:.6f} hartree")
print(f"full CCSD correlation energy = {full_ccsd:.6f} hartree")
print("six largest virtual occupations (electrons):")
print("  " + " ".join(f"{value:.5f}" for value in water.n[:6]))
print(f"smallest virtual occupation = {water.n[-1]:.2e} electrons")
print(f"sum of virtual occupations = {water.n.sum():.5f} electrons")
print(f"density response, finite difference = {response:.8f}")
print(f"density response, trace formula = {predicted_response:.8f}")

thresholds = [1e-2, 3e-3, 1e-3, 3e-4, 1e-4, 3e-5, 1e-5]
all_gaps = gaps(water.e_occ, water.e_vir)
print(f"largest denominator Delta_max = {all_gaps.max():.4f} hartree")
print("Chart: tau and dropped n in electrons; other columns in millihartree")
print("tau      kept dropped_n  MP2_loss  bound     raw_err   corr_err")
rows = []
for tau in thresholds:
    count = int(np.sum(water.n >= tau))
    q, rest = water.natural[:, :count], water.natural[:, count:]
    _, kept = semicanonicalize(fock, q)
    small_mp2 = mp2_in_space(water, q)
    loss = small_mp2 - water.e_mp2
    projector = q @ q.T
    missing = water.t - rotate_virtuals(water.t, projector)
    weights = missing * (2 * missing - exchange_swap(missing))
    bound = np.sum(weights * all_gaps)
    dropped_n = water.n[count:].sum()
    assert -1e-10 <= loss <= bound + 1e-10
    assert bound <= all_gaps.max() * weights.sum() + 1e-10
    assert weights.sum() <= dropped_n + 1e-10
    small_ccsd = ccsd_correlation(water, kept, rest)
    raw = small_ccsd - full_ccsd
    corrected = small_ccsd + water.e_mp2 - small_mp2 - full_ccsd
    rows.append(SimpleNamespace(tau=tau, count=count, loss=loss, raw=raw,
                                corrected=corrected, ccsd=small_ccsd))
    print(f"{tau:.0e}  {count:3d}  {dropped_n:.6f} {mh*loss:9.3f} "
          f"{mh*bound:9.3f} {mh*raw:9.3f} {mh*corrected:9.3f}")

losses = [row.loss for row in rows]
assert all(a >= b - 1e-10 for a, b in zip(losses, losses[1:]))
assert all(abs(row.corrected) < abs(row.raw) for row in rows)


def loosest_safe(attribute):
    """Loosest table entry from which all tighter ones stay below 1 mEh."""
    for index, row in enumerate(rows):
        if all(abs(getattr(r, attribute)) < 1e-3 for r in rows[index:]):
            return f"tau = {row.tau:.0e}, {row.count} virtuals"
    return "none in the chart"


print("below 1 millihartree from there on, raw: " + loosest_safe("raw"))
print("below 1 millihartree from there on, corrected: "
      + loosest_safe("corrected"))
to_kj = physical_constants["Hartree energy"][0] * N_A / 1000
chosen = rows[thresholds.index(1e-4)]
print(f"at tau = 1e-04, raw error = {chosen.raw*to_kj:.3f} kJ/mol")
print(f"at tau = 1e-04, corrected error = {chosen.corrected*to_kj:.3f} kJ/mol")

# In raw natural orbitals the off-diagonal Fock elements couple amplitudes.
sample = rows[thresholds.index(1e-3)]
q = water.natural[:, :sample.count]
rest = water.natural[:, sample.count:]
fock_q, g_q = q.T @ fock @ q, rotate_virtuals(water.g, q)
unit = np.eye(sample.count)
coupled_mp2 = 0.0
for i, e_i in enumerate(water.e_occ):
    for j, e_j in enumerate(water.e_occ):
        pair = g_q[i, :, j, :]
        amplitudes = solve_sylvester(fock_q - e_i * unit,
                                     fock_q - e_j * unit, -pair)
        coupled_mp2 += np.sum(pair * (2 * amplitudes - amplitudes.T))
semi_mp2 = mp2_in_space(water, q)
naive_mp2 = mp2_from_integrals(g_q, water.e_occ, np.diag(fock_q))[0]
assert abs(coupled_mp2 - semi_mp2) < 1e-9
assert abs(naive_mp2 - semi_mp2) > 1e-5
unrotated_ccsd = ccsd_correlation(water, q, rest)
assert abs(unrotated_ccsd - sample.ccsd) < 1e-6
print("Semicanonicalization test at tau = 1e-03:")
print(f"  MP2, semicanonical = {semi_mp2:.6f} hartree")
print(f"  MP2, coupled equations = {coupled_mp2:.6f} hartree")
print(f"  MP2, off-diagonal Fock ignored = {naive_mp2:.6f} hartree")
print(f"  CCSD, semicanonical = {sample.ccsd:.6f} hartree")
print(f"  CCSD, raw natural orbitals = {unrotated_ccsd:.6f} hartree")

# Equal-sized space made from the lowest canonical virtual orbitals.
sample = rows[thresholds.index(3e-4)]
kept, rest = identity[:, :sample.count], identity[:, sample.count:]
canonical_ccsd = ccsd_correlation(water, kept, rest)
canonical_raw = canonical_ccsd - full_ccsd
canonical_corrected = (canonical_raw + water.e_mp2
                       - mp2_in_space(water, kept))
assert abs(sample.raw) < abs(canonical_raw)
print(f"Canonical virtuals, same number kept = {sample.count}:")
print(f"  raw error = {mh*canonical_raw:.3f} millihartree")
print(f"  corrected error = {mh*canonical_corrected:.3f} millihartree")

# Perturbation order: scale the two-body interaction at fixed Fock operator.
small = prepare("cc-pvdz")
tau_small = 3e-3
count = int(np.sum(small.n >= tau_small))
assert 0 < count < small.n_vir
q, rest = small.natural[:, :count], small.natural[:, count:]
_, kept = semicanonicalize(np.diag(small.e_vir), q)
small_loss = mp2_in_space(small, q) - small.e_mp2
small_identity = np.eye(small.n_vir)
couplings = [0.08, 0.04]
raw_errors, corrected_errors = [], []
for coupling in couplings:
    complete = ccsd_correlation(small, small_identity,
                                small_identity[:, :0], coupling)
    truncated = ccsd_correlation(small, kept, rest, coupling)
    raw_errors.append(truncated - complete)
    corrected_errors.append(truncated - complete - coupling**2 * small_loss)
raw_order = np.log2(abs(raw_errors[0] / raw_errors[1]))
corrected_order = np.log2(abs(corrected_errors[0] / corrected_errors[1]))
print(f"Order test, cc-pVDZ, tau = {tau_small:.0e}: "
      f"{count} of {small.n_vir} virtuals")
print(f"  couplings = {couplings[0]:.2f} and {couplings[1]:.2f}")
print(f"  observed order of raw error = {raw_order:.3f}")
print(f"  observed order of corrected error = {corrected_order:.3f}")
# Finite couplings leave a next-order contribution to the observed exponents.
assert abs(raw_order - 2) < 0.15
assert abs(corrected_order - 3) < 0.25

print("every check passed")
```

Running it gives:

```
Water, cc-pVTZ, oxygen 1s uncorrelated
O-H distance = 0.96 angstrom
H-O-H angle = 104.5 degrees
correlated occupied orbitals = 4
virtual orbitals = 53
Hartree-Fock energy = -76.056965 hartree
full MP2 correlation energy = -0.261666 hartree
full CCSD correlation energy = -0.267563 hartree
six largest virtual occupations (electrons):
  0.02461 0.02270 0.01961 0.01150 0.00648 0.00640
smallest virtual occupation = 5.77e-06 electrons
sum of virtual occupations = 0.12046 electrons
density response, finite difference = 0.00087275
density response, trace formula = 0.00087275
largest denominator Delta_max = 28.3528 hartree
Chart: tau and dropped n in electrons; other columns in millihartree
tau      kept dropped_n  MP2_loss  bound     raw_err   corr_err
1e-02    4  0.042042   142.689   142.752   145.316     2.627
3e-03    9  0.011869    65.395    65.732    67.011     1.616
1e-03   11  0.009647    56.927    57.339    57.224     0.297
3e-04   25  0.001754    12.607    12.894    11.063    -1.545
1e-04   31  0.000867     6.144     6.340     5.018    -1.126
3e-05   43  0.000127     0.972     1.000     0.690    -0.282
1e-05   49  0.000029     0.202     0.215     0.151    -0.051
below 1 millihartree from there on, raw: tau = 3e-05, 43 virtuals
below 1 millihartree from there on, corrected: tau = 3e-05, 43 virtuals
at tau = 1e-04, raw error = 13.174 kJ/mol
at tau = 1e-04, corrected error = -2.956 kJ/mol
Semicanonicalization test at tau = 1e-03:
  MP2, semicanonical = -0.204739 hartree
  MP2, coupled equations = -0.204739 hartree
  MP2, off-diagonal Fock ignored = -0.208607 hartree
  CCSD, semicanonical = -0.210339 hartree
  CCSD, raw natural orbitals = -0.210339 hartree
Canonical virtuals, same number kept = 25:
  raw error = 89.073 millihartree
  corrected error = -4.635 millihartree
Order test, cc-pVDZ, tau = 3e-03: 9 of 19 virtuals
  couplings = 0.08 and 0.04
  observed order of raw error = 2.005
  observed order of corrected error = 3.010
every check passed
```
